**Finite-difference test of the interface mass in a BenDaniel-Duke quantum well**

For an interface midway between nodes, the face mass must be the arithmetic mean $(m_w+m_b)/2$ of the well and barrier masses, and bound energies then converge as $h^2$, where $h$ is the grid spacing. The program compares tridiagonal diagonalization with the roots of the finite-well equation for an 8 nm well of depth 300 meV. It asserts that the midpoint-grid energies obey a closed discrete matching equation, that the convergence order is two, and that the derived quadratic coefficients hold. It also asserts the linear errors predicted for wrong face masses and for a potential sampled at off-centre nodes, and it evaluates a summation identity for the energy error by quadrature. In the output, the last observed orders are 1.9997 and 2.0000 with the mean mass, against 0.93 and 0.86 with the mean inverse mass. On the coarsest grids the wrong rule has the smaller error, because its linear and higher-order errors partly cancel. For off-centre interfaces, the linear error coefficient vanishes within the asserted tolerance of 0.01 meV/nm when the mass is averaged over the segment between nodes and the potential over the cell around each node.

## Verification by program

```python
"""Finite-difference BenDaniel-Duke operator for a finite square well.

Result under test: with inverse masses at half-grid points, an interface midway
between nodes needs the arithmetic mean of the two masses. Bound energies then
converge as h^2 to the roots of the finite-well equation; other means give an
error linear in h. For other interface positions the mass must be averaged
over the segment between nodes, and the potential over the cell of each node.

Symbols: C = hbar^2/(2 m_e) in meV nm^2; masses in m_e; lengths in nm;
energies in meV; h = grid spacing; a = half the well width;
theta*h = distance from the outermost well node to the interface;
flux = (d psi/dz)/mass; face mass = reciprocal of the inverse mass at a half point.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e21
WIDTH, DEPTH, M_WELL, M_BARR = 8.0, 300.0, 0.05, 0.10
BARRIER = 32.0
a = WIDTH / 2
M_MEAN = (M_WELL + M_BARR) / 2
M_HARM = 2 / (1 / M_WELL + 1 / M_BARR)
E_HARD = C * np.pi**2 / (M_WELL * WIDTH**2)


def wave_numbers(E):
    return np.sqrt(M_WELL * E / C), np.sqrt(M_BARR * (DEPTH - E) / C)


def matching(E, state, h=None):
    """Matching function of the continuum (h=None) or of the midpoint grid."""
    k, kappa = wave_numbers(E)
    q, left, right = k, k, kappa
    if h is not None:
        q = 2 / h * np.arcsin(k * h / 2)
        Q = 2 / h * np.arcsinh(kappa * h / 2)
        left, right = 2 / h * np.tan(q * h / 2), 2 / h * np.tanh(Q * h / 2)
    if state == 0:
        return left / M_WELL * np.sin(q * a) - right / M_BARR * np.cos(q * a)
    return left / M_WELL * np.cos(q * a) + right / M_BARR * np.sin(q * a)


def root(state, h=None):
    low, high = ((1e-6, E_HARD), (E_HARD, DEPTH * (1 - 1e-12)))[state]
    return brentq(matching, low, high, args=(state, h), xtol=1e-11, rtol=1e-14)


def exact_state(E, state):
    """Normalized wave function and flux of the infinite-barrier problem."""
    k, kappa = wave_numbers(E)
    sign = 1 if state == 0 else -1
    edge = np.cos(k * a) if state == 0 else np.sin(k * a)
    norm = np.sqrt(a + sign * np.sin(2 * k * a) / (2 * k) + edge**2 / kappa)

    def psi(z):
        z = np.asarray(z, dtype=float)
        inner = np.cos(k * z) if state == 0 else np.sin(k * z)
        side = 1.0 if state == 0 else np.sign(z)
        outer = side * edge * np.exp(-kappa * np.maximum(np.abs(z) - a, 0))
        return np.where(np.abs(z) <= a, inner, outer) / norm

    def flux(z):
        z = np.asarray(z, dtype=float)
        inner = -k * np.sin(k * z) if state == 0 else k * np.cos(k * z)
        side = np.sign(z) if state == 0 else 1.0
        outer = -kappa * side * edge * np.exp(
            -kappa * np.maximum(np.abs(z) - a, 0))
        return np.where(np.abs(z) <= a, inner / M_WELL, outer / M_BARR) / norm

    return psi, flux


def well_fraction(centres, h):
    """Fraction of each interval of length h that lies inside the well."""
    overlap = np.minimum(centres + h / 2, a) - np.maximum(centres - h / 2, -a)
    return np.clip(overlap / h, 0, 1)


def grid_operator(n_well, theta=0.5, face_mass=None, sampled=False):
    """face_mass=None uses the segment mean; a number replaces it at interfaces."""
    h = WIDTH / (n_well - 1 + 2 * theta)
    n_all = n_well + 2 * int(np.ceil(BARRIER / h))
    z = (np.arange(n_all) - (n_all - 1) / 2) * h
    faces = np.append(z - h / 2, z[-1] + h / 2)
    part = well_fraction(faces, h)
    mass = part * M_WELL + (1 - part) * M_BARR
    if face_mass is not None:
        mass[(part > 1e-8) & (part < 1 - 1e-8)] = face_mass
    if sampled:
        V = np.where(np.abs(z) < a, 0.0, DEPTH)
    else:
        V = DEPTH * (1 - well_fraction(z, h))
    diagonal = C / h**2 * (1 / mass[:-1] + 1 / mass[1:]) + V
    off = -C / h**2 / mass[1:-1]
    return h, z, faces, mass, V, diagonal, off


def levels(n_well, **options):
    h, _, _, _, _, diagonal, off = grid_operator(n_well, **options)
    return h, eigh_tridiagonal(diagonal, off, eigvals_only=True,
                               select='i', select_range=(0, 2))


exact = np.array([root(0), root(1)])
states = [exact_state(exact[s], s) for s in (0, 1)]
edge_density = np.array([float(states[s][0](a))**2 for s in (0, 1)])
edge_flux2 = np.array([float(states[s][1](a))**2 for s in (0, 1)])

print(f"C = hbar^2/(2 m_e) = {C:.4f} meV nm^2")
print(f"well width {WIDTH:.1f} nm, depth {DEPTH:.1f} meV, barriers {BARRIER:.0f} nm")
print(f"masses: well {M_WELL:.3f}, barrier {M_BARR:.3f} m_e")
print(f"arithmetic mean of masses = {M_MEAN:.6f} m_e")
print(f"face mass from mean inverse mass = {M_HARM:.6f} m_e")
print(f"infinite-well ground level = {E_HARD:.4f} meV")
for s in (0, 1):
    k, kappa = wave_numbers(exact[s])
    print(f"E{s+1} exact = {exact[s]:.6f} meV = {exact[s]/1000:.9f} eV")
    print(f"  k = {k:.6f}, kappa = {kappa:.6f} 1/nm")
    print(f"  psi(a)^2 = {edge_density[s]:.6f} 1/nm, "
          f"flux(a)^2 = {edge_flux2[s]:.6f} 1/(nm^3 m_e^2)")

# Face mass required by the exact ground state across the right interface.
psi, flux = states[0]
for theta in (0.5, 0.2):
    required = []
    for h in (1.0, 0.1, 1e-4):
        jump = float(psi(a + (1 - theta) * h) - psi(a - theta * h))
        required.append(jump / (h * float(flux(a))))
    segment_mean = theta * M_WELL + (1 - theta) * M_BARR
    assert abs(required[-1] - segment_mean) < 1e-5
    print(f"required face mass, theta={theta}: h=1, 0.1, 0.0001 nm: "
          + ", ".join(f"{m:.6f}" for m in required) + " m_e")

# Convergence with interfaces midway between nodes.
print("errors E_h-E in meV: mean mass (E1,E2); mean inverse mass (E1,E2)")
spacings, good, bad = [], [], []
for n in (8, 16, 32, 64, 128, 256):
    h, E_good = levels(n, face_mass=M_MEAN)
    _, E_bad = levels(n, face_mass=M_HARM)
    assert E_good[2] > DEPTH  # exactly two bound levels
    for s in (0, 1):
        assert abs(E_good[s] - root(s, h)) < 1e-6
    spacings.append(h)
    good.append(E_good[:2] - exact)
    bad.append(E_bad[:2] - exact)
    print(f"h={h:.5f} nm: {good[-1][0]:.6f}, {good[-1][1]:.6f}; "
          f"{bad[-1][0]:.6f}, {bad[-1][1]:.6f}")
good, bad = np.array(good), np.array(bad)
order_good = np.log2(good[-2] / good[-1])
order_bad = np.log2(np.abs(bad[-2] / bad[-1]))
assert np.all(np.abs(order_good - 2) < 0.01)
assert np.all(good < 0)
assert np.all(np.abs(bad[-1]) > 5 * np.abs(good[-1]))
print(f"last order, mean mass: {order_good[0]:.4f}, {order_good[1]:.4f}")
print(f"last order, mean inverse mass: {order_bad[0]:.4f}, {order_bad[1]:.4f}")

# Leading quadratic coefficient for the mean-mass rule.
for s in (0, 1):
    E = exact[s]
    k, kappa = wave_numbers(E)
    stretch = 2 * k * a / abs(np.sin(2 * k * a))
    predicted = -((k**2 + kappa**2) / 8 + stretch * k**2 / 24) / (
        (1 + stretch) / (2 * E) + 1 / (2 * (DEPTH - E)))
    measured = good[-1][s] / spacings[-1]**2
    assert abs(measured / predicted - 1) < 0.005
    print(f"E{s+1} h^2 coefficient: grid {measured:.5f}, "
          f"formula {predicted:.5f} meV/nm^2")


def linear_slope(**options):
    """Linear coefficient of the energy error, extrapolated to h=0."""
    h1, E1 = levels(256, **options)
    h2, E2 = levels(512, **options)
    r1, r2 = (E1[:2] - exact) / h1, (E2[:2] - exact) / h2
    return (h1 * r2 - h2 * r1) / (h1 - h2)


print("linear error coefficients in meV/nm: grid (E1,E2); formula (E1,E2)")
cases = [
    ("midpoint, mean mass", 0.5, M_MEAN, False),
    ("midpoint, mean inverse", 0.5, M_HARM, False),
    ("midpoint, well mass", 0.5, M_WELL, False),
    ("theta=0.2, segment mean", 0.2, None, False),
    ("theta=0.2, plain mean", 0.2, M_MEAN, False),
    ("theta=0.2, sampled V", 0.2, None, True),
    ("interface on node", 0.0, None, False),
]
for label, theta, face_mass, sampled in cases:
    measured = linear_slope(theta=theta, face_mass=face_mass, sampled=sampled)
    segment_mean = theta * M_WELL + (1 - theta) * M_BARR
    used = segment_mean if face_mass is None else face_mass
    predicted = 2 * C * edge_flux2 * (segment_mean - used)
    if sampled:
        predicted = predicted - 2 * DEPTH * edge_density * (0.5 - theta)
    assert np.all(np.abs(measured - predicted) < 0.01 + 0.005 * np.abs(predicted))
    print(f"{label}: {measured[0]:.4f}, {measured[1]:.4f}; "
          f"{predicted[0]:.4f}, {predicted[1]:.4f}")

# Summation identity for the energy error on a coarse, off-centre grid.
h, z, faces, mass, V, diagonal, off = grid_operator(
    8, theta=0.2, face_mass=M_MEAN)
values, vectors = eigh_tridiagonal(diagonal, off, select='i', select_range=(0, 1))
points, weights = np.polynomial.legendre.leggauss(12)
for s in (0, 1):
    psi, flux = states[s]
    phi = vectors[:, s]
    nodes = np.concatenate(([z[0] - h], z, [z[-1] + h]))
    flux_error = np.diff(psi(nodes)) / (h * mass) - flux(faces)
    cell_error = np.empty(len(z))
    for i, centre in enumerate(z):
        low, high = centre - h / 2, centre + h / 2
        cuts = [low] + [b for b in (-a, a) if low < b < high] + [high]
        integral = 0.0
        for start, stop in zip(cuts[:-1], cuts[1:]):
            middle, half = (start + stop) / 2, (stop - start) / 2
            potential = 0.0 if abs(middle) < a else DEPTH
            integral += half * np.sum(
                weights * (potential - exact[s]) * psi(middle + half * points))
        cell_error[i] = integral - h * (V[i] - exact[s]) * float(psi(centre))
    steps = np.diff(np.concatenate(([0.0], phi, [0.0])))
    overlap = h * np.sum(phi * psi(z))
    flux_part = C * np.sum(flux_error * steps) / overlap
    cell_part = -np.sum(phi * cell_error) / overlap
    direct = values[s] - exact[s]
    assert abs(flux_part + cell_part - direct) < 1e-5
    print(f"identity E{s+1}, h={h:.5f} nm: flux {flux_part:.6f} + cell "
          f"{cell_part:.6f}; direct {direct:.6f} meV")

print("PASS")
```

It prints:

```
C = hbar^2/(2 m_e) = 38.0998 meV nm^2
well width 8.0 nm, depth 300.0 meV, barriers 32 nm
masses: well 0.050, barrier 0.100 m_e
arithmetic mean of masses = 0.075000 m_e
face mass from mean inverse mass = 0.066667 m_e
infinite-well ground level = 117.5094 meV
E1 exact = 48.871802 meV = 0.048871802 eV
  k = 0.253252, kappa = 0.811870 1/nm
  psi(a)^2 = 0.045792 1/nm, flux(a)^2 = 3.018285 1/(nm^3 m_e^2)
E2 exact = 198.177573 meV = 0.198177573 eV
  k = 0.509977, kappa = 0.516964 1/nm
  psi(a)^2 = 0.125694 1/nm, flux(a)^2 = 3.359195 1/(nm^3 m_e^2)
required face mass, theta=0.5: h=1, 0.1, 0.0001 nm: 0.065043, 0.073899, 0.074999 m_e
required face mass, theta=0.2: h=1, 0.1, 0.0001 nm: 0.068676, 0.087442, 0.089997 m_e
errors E_h-E in meV: mean mass (E1,E2); mean inverse mass (E1,E2)
h=1.00000 nm: -2.532553, -5.966423; -0.721224, -3.857558
h=0.50000 nm: -0.669719, -1.494244; 0.283089, -0.425599
h=0.25000 nm: -0.169903, -0.373617; 0.310676, 0.161001
h=0.12500 nm: -0.042633, -0.093406; 0.197653, 0.173664
h=0.06250 nm: -0.010668, -0.023352; 0.109341, 0.110087
h=0.03125 nm: -0.002668, -0.005838; 0.057287, 0.060853
last order, mean mass: 1.9997, 2.0000
last order, mean inverse mass: 0.9326, 0.8553
E1 h^2 coefficient: grid -2.73172, formula -2.73193 meV/nm^2
E2 h^2 coefficient: grid -5.97801, formula -5.97801 meV/nm^2
linear error coefficients in meV/nm: grid (E1,E2); formula (E1,E2)
midpoint, mean mass: -0.0000, 0.0000; 0.0000, 0.0000
midpoint, mean inverse: 1.9167, 2.1331; 1.9166, 2.1331
midpoint, well mass: 5.7500, 6.3993; 5.7498, 6.3992
theta=0.2, segment mean: -0.0003, -0.0001; 0.0000, 0.0000
theta=0.2, plain mean: 3.4496, 3.8394; 3.4499, 3.8395
theta=0.2, sampled V: -8.2428, -22.6251; -8.2425, -22.6249
interface on node: 0.0000, 0.0000; 0.0000, 0.0000
identity E1, h=1.08108 nm: flux 1.950766 + cell 1.436008; direct 3.386774 meV
identity E2, h=1.08108 nm: flux 1.302725 + cell 0.382714; direct 1.685439 meV
PASS
```
